# Two Kleinman-Bylander Averages for a Virtual Silicon-Germanium Atom: a program that tests the result

```python
"""Virtual-crystal average of two Kleinman-Bylander (KB) operators, Si and Ge.

Result under test: for each angular channel the average
    W = (1-x) |chi_A><chi_A|/<phi_A|chi_A> + x |chi_B><chi_B|/<phi_B|chi_B>
has rank two when chi_A and chi_B are independent, and so differs from the
rank-one KB operator of the averaged semilocal potential.
phi: normalized pseudo-orbital; chi = dv*phi; dv = semilocal minus local
potential; x: Ge fraction. The level shift caused by the difference is
quadratic in the difference between the two atoms.
Internal units: hartree and bohr. Radial functions are stored as
sqrt(quadrature weight)*u(r), so inner products are plain dot products.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, eval_legendre, roots_jacobi
from pyscf.dft import libxc

EV = constants.physical_constants["Hartree energy in eV"][0]
MEV = 1000.0 * EV
CUTOFF = 2.0        # pseudization radius, bohr
SIGMA = 0.6         # width of the common local potential, bohr
BOX = 30.0          # outer radius, bohr
ORDER = 150         # polynomial order of the radial grid
SCALE = 1.5         # grid mapping length, bohr

# ---- Gauss-Lobatto-Legendre radial grid, mapped to 0..BOX ----
node = np.concatenate(([-1.0], np.sort(roots_jacobi(ORDER - 1, 1, 1)[0]), [1.0]))
leg = eval_legendre(ORDER, node)
quad = 2.0 / (ORDER * (ORDER + 1) * leg**2)
gap = node[:, None] - node[None, :]
np.fill_diagonal(gap, 1.0)
deriv = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -ORDER * (ORDER + 1) / 4.0
deriv[-1, -1] = ORDER * (ORDER + 1) / 4.0
beta = 2.0 * SCALE / BOX
jac = SCALE * (2.0 + beta) / (1.0 - node + beta)**2
r = (SCALE * (1.0 + node) / (1.0 - node + beta))[1:-1]
weight = (quad * jac)[1:-1]
stiff = ((deriv.T * (quad / jac)) @ deriv)[1:-1, 1:-1]
root_w = np.sqrt(weight)
kinetic = 0.5 * stiff / np.outer(root_w, root_w)
kinetic = 0.5 * (kinetic + kinetic.T)
stiff_inv = np.linalg.inv(stiff)


def lowest(l, operator, count=1):
    """Lowest states of the radial Hamiltonian with the given potential."""
    ham = kinetic + np.diag(l * (l + 1) / (2.0 * r**2)) + operator
    return eigh(ham, subset_by_index=[0, count - 1])


def hartree(rho):
    """Potential of the radial density rho = 4 pi r^2 n."""
    charge = weight @ rho
    return (stiff_inv @ (weight * rho / r) + charge * r / BOX) / r


def screening(rho):
    n = np.ascontiguousarray(rho / (4.0 * np.pi * r**2))
    vxc = libxc.eval_xc("lda_x,lda_c_pw", n, spin=0)[1][0]
    return hartree(rho) + np.ravel(vxc)


# The solver is checked against closed-form hydrogenic results.
assert abs(lowest(0, np.diag(-1.0 / r))[0][0] + 0.5) < 1e-6
assert abs(lowest(0, np.diag(-32.0 / r))[0][0] + 512.0) < 1e-3
v_test = 1.0 / r - np.exp(-2.0 * r) * (1.0 + 1.0 / r)
assert np.max(np.abs(hartree(4.0 * r**2 * np.exp(-2.0 * r)) - v_test)) < 1e-6


def all_electron(z, shells):
    """Self-consistent LDA atom; returns potential and valence s, p states."""
    v = -(1.0 + (z - 1.0) / (1.0 + 0.68 * z**(1 / 3) * r)**2) / r
    for _ in range(250):
        rho = np.zeros_like(r)
        valence = []
        for l, occupations in enumerate(shells):
            e, c = lowest(l, np.diag(v), len(occupations))
            rho += (c**2 @ np.array(occupations, float)) / weight
            valence.append((e[-1], c[:, -1] / root_w))
        change = -z / r + screening(rho) - v
        if weight @ (rho * np.abs(change)) < 1e-7:
            return v, valence[:2]
        v = v + 0.3 * change
    raise AssertionError("all-electron atom did not converge")


def falling(power, n):
    return float(np.prod([power - i for i in range(n)])) if n else 1.0


def troullier_martins(l, energy, u, v):
    """Norm-conserving pseudo-orbital and screened pseudopotential."""
    near = np.sort(np.argsort(np.abs(r - CUTOFF))[:9])

    def taylor(f):
        c = np.polyfit(r[near] - CUTOFF, f[near], 8)[::-1]
        return c[0], c[1], 2.0 * c[2]

    u = u * np.sign(u[near[4]])
    u0, u1, _ = taylor(u)
    v0, v1, v2 = taylor(v)
    k, rc = l + 1, CUTOFF
    p0 = np.log(u0 / rc**k)
    p1 = u1 / u0 - k / rc
    p2 = 2 * (v0 - energy) - 2 * k * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * k * p1 / rc**2 - 2 * k * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * k * p1 / rc**3 + 4 * k * p2 / rc**2
          - 2 * k * p3 / rc - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1 * rc, p2 * rc**2, p3 * rc**3, p4 * rc**4])
    powers = [0, 6, 8, 10, 12]
    system = np.array([[falling(q, n) for q in powers] for n in range(5)])
    inside = r < rc
    s = r[inside] / rc

    def exponent(a):
        b = -a**2 / (2 * l + 5)
        rhs = target - np.array([a * falling(2, n) + b * falling(4, n)
                                 for n in range(5)])
        c = np.zeros(13)
        c[powers] = np.linalg.solve(system, rhs)
        c[2], c[4] = a, b
        return np.polynomial.Polynomial(c)

    def norm_excess(a):
        trial = r[inside]**k * np.exp(exponent(a)(s))
        return weight[inside] @ (trial**2 - u[inside]**2)

    scan = np.linspace(-12.0, 12.0, 241)
    value = np.array([norm_excess(a) for a in scan])
    roots = [brentq(norm_excess, scan[i], scan[i + 1], xtol=1e-13)
             for i in range(240) if value[i] * value[i + 1] < 0]
    assert roots, "no norm-conserving solution"
    p = exponent(min(roots, key=abs))
    d1, d2 = p.deriv(1)(s) / rc, p.deriv(2)(s) / rc**2
    u_ps, v_ps = u.copy(), v.copy()
    u_ps[inside] = r[inside]**k * np.exp(p(s))
    v_ps[inside] = energy + k * d1 / r[inside] + 0.5 * (d2 + d1**2)
    return u_ps, v_ps


def pseudo_atom(operators, occupations=(2.0, 2.0)):
    """Self-consistent pseudo-atom for ionic s and p operators (matrices)."""
    rho = r**2 * np.exp(-1.2 * r)
    screen = screening(4.0 * rho / (weight @ rho))
    for _ in range(250):
        energies, orbitals = [], []
        rho = np.zeros_like(r)
        for l in (0, 1):
            e, c = lowest(l, operators[l] + np.diag(screen))
            phi = c[:, 0] * np.sign(c[:, 0].sum())
            energies.append(e[0])
            orbitals.append(phi)
            rho += occupations[l] * phi**2 / weight
        change = screening(rho) - screen
        if weight @ (rho * np.abs(change)) < 1e-8:
            return np.array(energies), orbitals, screen
        screen = screen + 0.3 * change
    raise AssertionError("pseudo-atom did not converge")


# ---- pseudopotentials of the two atoms ----
atoms = {"Si": (14, [[2, 2, 2], [6, 2]]),
         "Ge": (32, [[2, 2, 2, 2], [6, 6, 2], [10]])}
local = -4.0 * erf(r / (np.sqrt(2.0) * SIGMA)) / r
ionic, reference = {}, {}
for name, (z, shells) in atoms.items():
    v_all, valence = all_electron(z, shells)
    pseudo = [troullier_martins(l, *valence[l], v_all) for l in (0, 1)]
    rho_valence = 2.0 * pseudo[0][0]**2 + 2.0 * pseudo[1][0]**2
    ionic[name] = [pseudo[l][1] - screening(rho_valence) for l in (0, 1)]
    reference[name] = np.array([valence[l][0] for l in (0, 1)])

cache = {}


def mixed(fraction):
    """Pseudo-atom of the averaged semilocal potential at a Ge fraction."""
    if fraction not in cache:
        v = [(1 - fraction) * ionic["Si"][l] + fraction * ionic["Ge"][l]
             for l in (0, 1)]
        e, phi, screen = pseudo_atom([np.diag(v[0]), np.diag(v[1])])
        dv = [v[l] - local for l in (0, 1)]
        cache[fraction] = dict(e=e, phi=phi, screen=screen, v=v, dv=dv,
                               chi=[dv[l] * phi[l] for l in (0, 1)])
    return cache[fraction]


def kb(fraction, l):
    a = mixed(fraction)
    return np.outer(a["chi"][l], a["chi"][l]) / (a["phi"][l] @ a["chi"][l])


def kb_average(end, x, l):
    """Average of the KB operators of Si and of the atom at fraction end."""
    return (1 - x) * kb(0.0, l) + x * kb(end, l)


def level_shift(end, x, l):
    """Exact shift and its first-order part, at fixed screening."""
    a = mixed(x * end)
    phi = a["phi"][l]
    average = kb_average(end, x, l)
    e, c = lowest(l, np.diag(local + a["screen"]) + average)
    f = c[:, 0]
    error_phi = average @ phi - a["dv"][l] * phi
    assert abs(f @ phi) > 0.9
    shift = (f @ error_phi) / (f @ phi)
    assert abs(shift - (e[0] - a["e"][l])) < 1e-6   # eigensolver rounding
    return shift, phi @ error_phi


print(f"cutoff radius {CUTOFF:.2f} bohr, local width {SIGMA:.2f} bohr")
for fraction, name in ((0.0, "Si"), (1.0, "Ge")):
    a = mixed(fraction)
    miss = np.max(np.abs(a["e"] - reference[name]))
    assert miss < 5e-5
    print(f"{name} all-electron s, p levels: {reference[name][0]*EV:.4f}, "
          f"{reference[name][1]*EV:.4f} eV")
    print(f"{name} largest pseudo-level error: {miss*MEV:.4f} meV")

for fraction in (0.0, 0.5, 1.0):        # no ghost below the valence level
    a = mixed(fraction)
    for l in (0, 1):
        e = lowest(l, np.diag(local + a["screen"]) + kb(fraction, l))[0][0]
        assert abs(e - a["e"][l]) < 1e-6
print(f"virtual atom x=0.5 s, p levels: {mixed(0.5)['e'][0]*EV:.4f}, "
      f"{mixed(0.5)['e'][1]*EV:.4f} eV")

for l, label in ((0, "s"), (1, "p")):
    strength = []
    for fraction, name in ((0.0, "Si"), (1.0, "Ge")):
        a = mixed(fraction)
        phi, chi, dv = a["phi"][l], a["chi"][l], a["dv"][l]
        strength.append((chi @ chi) / (phi @ chi))
        print(f"{label} {name}: <phi|dv|phi> {phi@chi*EV:.4f} eV, "
              f"KB energy {strength[-1]*EV:.4f} eV")
        print(f"{label} {name}: dv from {dv.min()*EV:.4f} to "
              f"{dv.max()*EV:.4f} eV")
        # Cauchy-Schwarz sign rule, on a potential made non-negative
        pos = np.abs(dv)
        g = pos * phi
        top = np.linalg.eigvalsh(np.outer(g, g) / (phi @ g) - np.diag(pos))[-1]
        assert top < 1e-10 * max(1.0, pos.max())
    chi_a, chi_b = mixed(0.0)["chi"][l], mixed(1.0)["chi"][l]
    cosine = (chi_a @ chi_b) / np.sqrt((chi_a @ chi_a) * (chi_b @ chi_b))
    print(f"{label} angle between projectors: "
          f"{np.degrees(np.arccos(cosine)):.3f} degrees")

    average, single = kb_average(1.0, 0.5, l), kb(0.5, l)
    spectrum = np.linalg.eigvalsh(average)
    spectrum = spectrum[np.argsort(-np.abs(spectrum))]
    assert abs(spectrum[1]) > 1e-6 * abs(spectrum[0])
    assert abs(spectrum[2]) < 1e-11 * abs(spectrum[0])
    p, q = 0.5 * strength[0], 0.5 * strength[1]
    half = np.sqrt((0.5 * (p - q))**2 + p * q * cosine**2)
    formula = np.array([0.5 * (p + q) + half, 0.5 * (p + q) - half])
    formula = formula[np.argsort(-np.abs(formula))]
    assert np.allclose(formula, spectrum[:2], rtol=1e-8, atol=1e-10)
    singular = np.linalg.svd(average - single, compute_uv=False)
    assert singular[0] >= abs(spectrum[1]) * (1 - 1e-10)
    relative = np.linalg.norm(average - single) / np.linalg.norm(single)
    print(f"{label} x=0.5 eigenvalues of KB average: "
          f"{spectrum[0]*EV:.4f}, {spectrum[1]*EV:.5f} eV")
    print(f"{label} x=0.5 eigenvalue of KB of average: "
          f"{np.trace(single)*EV:.4f} eV")
    print(f"{label} singular values of difference: {singular[0]*EV:.5f}, "
          f"{singular[1]*EV:.5f}, {singular[2]*EV:.6f} eV")
    print(f"{label} relative Frobenius difference: {100*relative:.3f} percent")

    for x in (0.25, 0.5, 0.75):
        exact, first = level_shift(1.0, x, l)
        phi_x = mixed(x)["phi"][l]
        by_deviation = 0.0
        for w, fraction in ((1 - x, 0.0), (x, 1.0)):
            d = phi_x - mixed(fraction)["phi"][l]
            by_deviation += w * (d @ kb(fraction, l) @ d
                                 - d @ (mixed(fraction)["dv"][l] * d))
        assert abs(by_deviation - first) < 1e-9
        print(f"{label} x={x:.2f} level shift: {exact*MEV:.4f} meV, "
              f"first order {first*MEV:.4f} meV")

    # small-difference law: partner atom only part of the way to Ge
    wide = level_shift(1 / 8, 0.5, l)[0]
    narrow = level_shift(1 / 16, 0.5, l)[0]
    quarter = level_shift(1 / 16, 0.25, l)[0]
    power = np.log2(wide / narrow)
    d = mixed(1 / 16)["phi"][l] - mixed(0.0)["phi"][l]
    law = 0.25 * (d @ kb(0.0, l) @ d - d @ (mixed(0.0)["dv"][l] * d))
    assert abs(power - 2.0) < 0.25
    assert abs(quarter / narrow - 0.75) < 0.05
    assert abs(narrow / law - 1.0) < 0.1
    print(f"{label} small-difference power: {power:.4f}, "
          f"shift ratio x=0.25 to 0.5: {quarter/narrow:.4f}")
    print(f"{label} small-difference shift over law: {narrow/law:.4f}")

# ---- self-consistent consequences at x = 0.5 ----
semilocal_ops = [np.diag(mixed(0.5)["v"][l]) for l in (0, 1)]
single_ops = [np.diag(local) + kb(0.5, l) for l in (0, 1)]
average_ops = [np.diag(local) + kb_average(1.0, 0.5, l) for l in (0, 1)]
relaxed = pseudo_atom(average_ops)[0] - mixed(0.5)["e"]
print(f"self-consistent s, p shifts of KB average: {relaxed[0]*MEV:.4f}, "
      f"{relaxed[1]*MEV:.4f} meV")
excited = (1.0, 3.0)
base = pseudo_atom(semilocal_ops, excited)[0]
print(f"s1p3 semilocal s, p levels: {base[0]*EV:.4f}, {base[1]*EV:.4f} eV")
for label, ops in (("KB of average", single_ops), ("KB average", average_ops)):
    off = pseudo_atom(ops, excited)[0] - base
    print(f"s1p3 s, p errors of {label}: {off[0]*MEV:.4f}, "
          f"{off[1]*MEV:.4f} meV")

print("every check passed")
```

Running it gives:

```
cutoff radius 2.00 bohr, local width 0.60 bohr
Si all-electron s, p levels: -10.8333, -4.1718 eV
Si largest pseudo-level error: 0.0204 meV
Ge all-electron s, p levels: -11.6053, -4.0790 eV
Ge largest pseudo-level error: 0.0242 meV
virtual atom x=0.5 s, p levels: -11.2308, -4.1168 eV
s Si: <phi|dv|phi> 6.1183 eV, KB energy 65.8864 eV
s Si: dv from -2.9397 to 127.6254 eV
s Ge: <phi|dv|phi> 5.0119 eV, KB energy 84.6920 eV
s Ge: dv from -6.0329 to 140.7158 eV
s angle between projectors: 4.567 degrees
s x=0.5 eigenvalues of KB average: 75.1715, 0.11768 eV
s x=0.5 eigenvalue of KB of average: 74.1815 eV
s singular values of difference: 1.12296, 0.01831, 0.003020 eV
s relative Frobenius difference: 1.514 percent
s x=0.25 level shift: -0.9382 meV, first order -0.9127 meV
s x=0.50 level shift: -1.5233 meV, first order -1.4818 meV
s x=0.75 level shift: -1.3206 meV, first order -1.2991 meV
s small-difference power: 1.9696, shift ratio x=0.25 to 0.5: 0.7458
s small-difference shift over law: 0.9890
p Si: <phi|dv|phi> 1.8773 eV, KB energy 24.4842 eV
p Si: dv from -0.1324 to 71.2333 eV
p Ge: <phi|dv|phi> 1.5520 eV, KB energy 43.5094 eV
p Ge: dv from -1.7529 to 99.4873 eV
p angle between projectors: 6.763 degrees
p x=0.5 eigenvalues of KB average: 33.8878, 0.10898 eV
p x=0.5 eigenvalue of KB of average: 33.1663 eV
p singular values of difference: 0.89292, 0.08457, 0.022088 eV
p relative Frobenius difference: 2.705 percent
p x=0.25 level shift: -0.7303 meV, first order -0.7125 meV
p x=0.50 level shift: -1.3015 meV, first order -1.2741 meV
p x=0.75 level shift: -1.1700 meV, first order -1.1566 meV
p small-difference power: 1.9490, shift ratio x=0.25 to 0.5: 0.7481
p small-difference shift over law: 0.9952
self-consistent s, p shifts of KB average: -4.6555, -3.0978 meV
s1p3 semilocal s, p levels: -12.0486, -4.7282 eV
s1p3 s, p errors of KB of average: -0.9342, -0.6551 meV
s1p3 s, p errors of KB average: -5.9552, -4.0648 meV
every check passed
```
